\section*{Testing MOS Admittance Sweeps for Drift with Nonnegative Relaxation Elements}

\section{A ten-millivolt puzzle}

In a simulated frequency sweep of an Si/SiO$_2$ capacitor, the flat-band voltage moves by 10 mV in two minutes. The depletion capacitance changes by only 2.4\%. Yet the best fit by nonnegative relaxation elements has $\chi^2=1394$ for 96 data, while about 90\% of simulated stationary sweeps with the same noise stay below 96 and 95\% below about 100. The residuals are also smooth: the correlation between neighbours is 0.92. Why does so small a drift leave so clear a mark, and what does the failed fit prove?

The time factor is $e^{i\omega t}$, and all admittances are per gate area. From the admittance $Y$ define the complex capacitance
\begin{equation}
C^*(\omega)=\frac{Y}{i\omega}=C'-iC'',\qquad C''=\frac{G}{\omega},
\end{equation}
where $G$ is the real part of $Y$. A relaxation element contributes $a/(1+i\omega\tau)$ with $a\ge 0$.

\section{By hand: a capacitor that drifts}

Take a lossless capacitor whose value drifts linearly in time. The frequencies are equally spaced in $\ln\omega$, each with the same dwell, so time is linear in $\ln\omega$. Suppose the capacitance reads lower at higher frequency:
\begin{equation}
C'=c_0-\gamma\ln\omega,\qquad C''=0,\qquad \gamma>0 .
\end{equation}
Can fixed relaxation elements imitate this? Spread them with constant strength $\gamma$ per unit of $\ln\tau$. Each element drops out of $C'$ near $\omega\tau=1$, so the slope is right. With $x=\omega\tau$, however, their loss is
\begin{equation}
C''=\gamma\int_0^\infty\frac{x}{1+x^2}\frac{dx}{x}=\frac{\pi}{2}\gamma .
\end{equation}
A fixed system pays for its dispersion with loss. The drifting capacitor shows the dispersion without the loss.

In the opposite sweep direction $C'$ rises with frequency. Two readings, $c$ and then $c+\delta$ with $\delta>0$, suffice to see the conflict. Any nonnegative element contributes $(u,v)$ with $u\ge v\ge0$, because $1/(1+\omega^2\tau^2)$ falls with $\omega$. The best fit to the real parts is therefore the constant $c+\delta/2$, with residual $r=(-\delta/2,\delta/2)$. Its product with any element is $\delta(v-u)/2\le0$, while its product with the data is
\begin{equation}
-\frac{\delta}{2}c+\frac{\delta}{2}(c+\delta)=\frac{\delta^2}{2}=|r|^2>0 .
\end{equation}
The residual thus separates the data from everything the elements can make.

Now put in numbers. The oxide has 345.3 nF/cm$^2$, and drift takes the depletion layer from 69.03 to 70.68 nF/cm$^2$. Leaving traps and series resistance out of the ac response, the series capacitance goes from
\begin{equation}
\frac{345.3\times69.03}{345.3+69.03}=57.53
\quad\text{to}\quad
\frac{345.3\times70.68}{345.3+70.68}=58.67
\end{equation}
nF/cm$^2$. The sweep from 20 Hz to 1 MHz spans $\ln(5\times10^4)=10.82$, so $\gamma=1.14/10.82=0.105$ nF/cm$^2$. The loss mismatch is $\pi\gamma/2=0.17$ nF/cm$^2$, more than five times the assumed noise of 0.03 nF/cm$^2$ per component. Near the ends of the sweep a fit can reduce this mismatch, because the dispersion outside the band is not prescribed.

\section{By hand: one relaxation element that drifts}

Let $\tau$ vary along the sweep with constant slope $\beta=d\ln\tau/d\ln\omega$. Measuring $\ln\omega$ from the point where $\omega\tau=1$, the reading is
\begin{equation}
C^*=\frac{a}{1+iz},\qquad z=x^{1+\beta},
\end{equation}
where $x$ uses the fixed value of $\tau$ at that point. For a fixed system, the loss area $(2/\pi)\int C''\,d\ln\omega$ equals the capacitance step $a$. Here $d\ln x=d\ln z/(1+\beta)$, so
\begin{equation}
\frac{2}{\pi}\int C''d\ln\omega=\frac{2a}{\pi(1+\beta)}\int_0^\infty\frac{dz}{1+z^2}=\frac{a}{1+\beta}.
\end{equation}
The step is still $a$. For $\beta>0$ loss is missing; for $\beta<0$ there is too much.

The mismatch at each frequency is the Kramers--Kronig defect
\begin{equation}
K(\omega)=C'(\omega)-C'(\infty)-\frac{2}{\pi}\,\mathrm P\!\!\int_0^\infty\frac{\omega'C''(\omega')}{\omega'^2-\omega^2}\,d\omega' .
\end{equation}
To find it, let $d(t)$ be the real time function whose transform is the data, with even part $e$ and odd part $o$. The loss fixes $o$. The integral reconstructs the even part as $\mathrm{sgn}(t)\,o$, which is right if $d=0$ before the stimulus. What remains is $e-\mathrm{sgn}(t)\,o=d(-|t|)$, hence
\begin{equation}
K(\omega)=2\int_0^\infty d(-T)\cos(\omega T)\,dT .
\end{equation}
The defect is the transform of an apparent response before its cause.

To first order in $\beta$ the drift adds $\beta\ln\omega\;\partial C^*/\partial\ln\tau$, apart from a constant times a causal function. First consider $\ln|\omega|$ times the fixed element. The derivative of $\ln|\omega|$ is $1/\omega$, whose inverse transform is $(i/2)\,\mathrm{sgn}\,t$. Differentiation in $\omega$ multiplies a time function by $-it$, so for $t\neq0$ the function belonging to $\ln|\omega|$ is $-1/(2|t|)$. Convolving it with the response $(a/\tau)e^{-t/\tau}$, and writing times in units of $\tau$, gives the defect
\begin{equation}
K_0=-a\int_0^\infty\!\!\int_0^\infty\frac{e^{-u}\cos(x\theta)}{u+\theta}\,du\,d\theta .
\end{equation}
Insert $1/(u+\theta)=\int_0^\infty e^{-v(u+\theta)}dv$. The $u$ integral gives $1/(1+v)$ and the $\theta$ integral gives $v/(v^2+x^2)$. By partial fractions,
\begin{align}
K_0&=-a\int_0^\infty\frac{v\,dv}{(1+v)(v^2+x^2)}\nonumber\\
&=-\frac{a}{1+x^2}\int_0^\infty\left[\frac{v+x^2}{v^2+x^2}-\frac1{1+v}\right]dv\nonumber\\
&=a\,\frac{\ln x-\pi x/2}{1+x^2}.
\end{align}
The drift term needs the derivative with respect to $\ln\tau$ at fixed $\omega$, which is $x\,d/dx$:
\begin{equation}
K=\beta a\,k(x),\quad
k=\frac{1+x^2-2x^2\ln x-\frac{\pi}{2}x(1-x^2)}{(1+x^2)^2}.
\end{equation}
Differentiating the $v$ integral instead gives
\begin{equation}
k=\int_0^\infty\frac{2x^2v\,dv}{(1+v)(v^2+x^2)^2}>0 .
\end{equation}
Thus the defect has the sign of $\beta$ at every frequency. It tends to $\beta a$ at low frequency, in agreement with the loss area, is $\beta a/2$ at $x=1$, and decays as $\pi\beta a/(2x)$. All of this is first order and needs $|\beta\ln x|\ll1$; for $|\beta|=0.029$ the tail at $x=10^3$ is already off by about 20\%. Numerical integration of the defect for a drifting element with $\beta=10^{-3}$, at five values of $x$ from 0.05 to 20, reproduces $k$ within $8\times10^{-4}$.

\section{What the nonnegative fit tests}

The fit does not test causality alone. Consider a reciprocal network of positive resistors and capacitors with one external terminal and ground. Let $s=i\omega$. Assume that the internal capacitance and conductance matrices are positive definite. Internal coordinates can then be chosen in which they become the identity and a diagonal matrix with entries $\lambda_j>0$. With terminal voltage $U$ and internal voltages $V_j$,
\begin{align}
I&=(sc_0+g_0)U+\sum_j(sc_j+g_j)V_j,\\
0&=(sc_j+g_j)U+(s+\lambda_j)V_j .
\end{align}
Solving the second line for $V_j$ gives
\begin{equation}
Y=sc_0+g_0-\sum_j\frac{(sc_j+g_j)^2}{s+\lambda_j}.
\end{equation}
Write $sc_j+g_j=c_j(s+\lambda_j)+\rho_j$ with $\rho_j=g_j-c_j\lambda_j$. Then
\begin{equation}
\frac{(sc_j+g_j)^2}{s+\lambda_j}=c_j^2(s+\lambda_j)+2c_j\rho_j+\frac{\rho_j^2}{\lambda_j}-\frac{\rho_j^2}{\lambda_j}\frac{s}{s+\lambda_j}.
\end{equation}
The constants combine to $(c_j\lambda_j+\rho_j)^2/\lambda_j=g_j^2/\lambda_j$. Dividing $Y$ by $s$ yields
\begin{equation}
C^*=C_\infty+\frac{G_0}{i\omega}+\sum_j\frac{a_j}{1+i\omega\tau_j},
\label{eq:class}
\end{equation}
with $\tau_j=1/\lambda_j$, $a_j=\rho_j^2/\lambda_j^2\ge0$, $C_\infty=c_0-\sum_jc_j^2$ and $G_0=g_0-\sum_jg_j^2/\lambda_j$. The last two are the nonnegative quadratic forms of the full capacitance and conductance matrices, evaluated at $U=1$ with $V_j=-c_j$ and $V_j=-g_j/\lambda_j$ respectively.

Interface traps fit into this class. In p-type silicon let $h$ be the equilibrium probability that a trap holds a hole, and let $\tau=1/(\sigma_pv\,p_s)$, with capture cross section $\sigma_p$, thermal velocity $v$ and surface hole density $p_s$. Detailed balance makes the emission rate $(1-h)/(h\tau)$. Adding the capture rate $1/\tau$ gives a total rate $1/(h\tau)$, so the trap relaxes in the time $h\tau$. Its static response to the surface potential is proportional to $h(1-h)/k_BT$, which is also $|dh/dE|$. For a trap density $D_{it}$ constant in energy, summing over energy gives
\begin{equation}
C_{it}^*=qD_{it}\int_0^1\frac{dh}{1+i\omega\tau h}=qD_{it}\frac{\ln(1+i\omega\tau)}{i\omega\tau},
\end{equation}
with $D_{it}$ per eV and $q$ in coulombs. Fluctuations of the surface potential average such terms with positive weights. Depletion, oxide and series resistance add ordinary network elements, so the complete model stays in the class, as a limit of finite networks.

The fit minimizes $\frac12|b-Aa|^2$ over $a\ge0$. Here $b$ holds $C'$ and $C''$ divided by the noise, and the columns $A_k$ are elements on a grid of $\tau$, together with $C_\infty$ and $G_0$. The derivative with respect to $a_k$ is $-A_k\cdot r$, where $r=b-Aa$. At the minimum it vanishes for elements in use and cannot be negative for the others:
\begin{equation}
A_k\cdot r=0\ \ (a_k>0),\qquad A_k\cdot r\le0\ \ (a_k=0).
\end{equation}
Hence $r\cdot Aa=0$ and $r\cdot b=|r|^2$. For any other nonnegative combination $g$, $r\cdot(b-g)\ge|r|^2$, and therefore $|b-g|\ge|r|$. This is the two-reading argument in general form. It holds for the chosen grid; halving the grid spacing changed the norms of the drift residuals by at most 0.013\%.

A lead inductance shows why a failure is not evidence against causality. An inductance $L$, multiplied by the gate area, changes $C^*$ to $C^*/(1-\omega^2LC^*)$. For a constant, lossless $C^*$ this rises with frequency below the resonance, which no nonnegative element can do. The circuit is causal, passive and stationary, but it is not an RC network. With a 5 $\mu$H lead and a gate of $10^{-3}$ cm$^2$, the fit without noise already has $\chi^2\approx370$.

\section{Slow drift in general}

Is a reading during drift really the admittance of the momentary device? For one branch driven by $e^{i\omega t}$, the charge obeys $\tau(t)\dot q+q=ae^{i\omega t}$. Put $q=(Q_0+Q_1)e^{i\omega t}$, where $Q_1$ is first order in $\dot\tau$. Then
\begin{equation}
Q_0=\frac{a}{1+i\omega\tau},\qquad
Q_1=-\frac{\tau\dot Q_0}{1+i\omega\tau}=\frac{a\,i\omega\tau\,\dot\tau}{(1+i\omega\tau)^3}.
\end{equation}
The ratio $|Q_1/Q_0|=|\dot\tau|x/(1+x^2)$ is at most $|\dot\tau|/2$. With the mean drift rate of the example, at the average surface potential, this is $2.5\times10^{-7}$. The current $\dot q$ also contains $\dot Q_0$, so the relative error of the admittance is $-\dot\tau/(1+i\omega\tau)^2$, at most $5\times10^{-7}$ in magnitude at the average potential. Where the local potential is two standard deviations higher, $\tau$ and its drift rate are 22 times larger, and the bound is still only about $10^{-5}$. A drifting capacitance $C$ adds $\dot C/(i\omega C)$, about $10^{-6}$ at 20 Hz. Each reading is thus legitimate; the error lies in treating the list as one spectrum.

Let $p$ be any drifting parameter, $F=\partial C^*/\partial p$ and $\eta=dp/d\ln\omega$. For $\omega>0$ the first-order error is
\begin{equation}
\eta\ln\!\frac{\omega}{\omega_0}\,F
=\eta\ln\!\frac{i\omega}{\omega_0}\,F-\frac{i\pi}{2}\eta F .
\label{eq:split}
\end{equation}
The first term on the right is analytic wherever a causal response must be, so the whole violation comes from the second. That term has no logarithm: it is the sensitivity $F$ turned by a quarter cycle, and it is as smooth in frequency as $F$. This is the source of the structure. In the MOS example, elements of either sign, six per decade of $\tau$, fit the first term so well that the remaining misfit is less than $10^{-5}$ of that left by the complete error (three per decade leave $3\times10^{-5}$). Nonnegative elements have less freedom and can leave part of the first term as well.

Reversing the sweep reverses $\eta$ and the linear defect. Fit residuals reverse only approximately, since different elements may be in use. The lossless capacitor is an extreme case: when its $C'$ rises with frequency, the best fit is a constant and leaves no loss residual; when $C'$ falls, the fit uses lossy elements and leaves one. A stationary misfit, such as that of the inductance, does not depend on direction.

\section{Procedure and worked case}

\begin{enumerate}
\item Fit the sweep with (\ref{eq:class}), all coefficients nonnegative, and refine the $\tau$ grid until $|r|$ settles.
\item Simulate stationary sweeps with the measured noise to obtain limits for $\chi^2$ and for the neighbour correlation. Use a thousand or more: the 120 sweeps of the example fix the 95\% limit of $\chi^2$ only to within several units.
\item If the limits are exceeded, repeat in the opposite direction from a comparable starting state. A residual that changes with direction points to drift, even if it does not simply reverse; one that persists points to a fixed element outside the class or to calibration.
\item For drift linear in time, follow an up sweep immediately by a down sweep and average them.
\end{enumerate}

The last step works because the two readings at one frequency lie symmetrically about the turning time. Their parameters are $p_T\mp\Delta$, and
\begin{equation}
\tfrac12[C^*(p_T-\Delta)+C^*(p_T+\Delta)]=C^*(p_T)+\tfrac12\Delta^2\frac{\partial^2C^*}{\partial p^2}+\dots
\end{equation}
The first-order error cancels.

The simulated device, at 300 K, has a 10 nm oxide, $10^{16}$ cm$^{-3}$ acceptors, $D_{it}=10^{11}$ eV$^{-1}$cm$^{-2}$, $\sigma_p=10^{-16}$ cm$^2$, potential fluctuations of 40 mV and a series resistance of 0.1 $\Omega\,$cm$^2$. It is measured at 48 frequencies in 120 s. As the flat-band voltage rises by 10 mV at fixed gate bias, the band bending falls by 8.0 mV. More holes reach the surface, and $\tau$ drops from 0.229 to 0.168 ms. In the down sweep
\begin{equation}
\beta=\frac{\ln(0.229/0.168)}{10.82}=0.029,
\end{equation}
and in the up sweep it has the opposite sign.

The second term of (\ref{eq:split}) has magnitude 0.24 nF/cm$^2$ at the mid-band frequency with $F$ taken at the starting potential (0.25 at the potential reached halfway), compared with 0.17 for the depletion layer alone. At 10 kHz the fit leaves a loss residual of $+0.19$ nF/cm$^2$ in the up sweep and $-0.18$ in the down sweep: excess and missing loss, as derived. The two residual vectors have correlation $-0.92$. They are not mirror images at the band edges; at 1 MHz the $C'$ residual is positive in both directions.

Without noise, $\chi^2$ is 1326 (up) and 1329 (down), against less than 0.1 for the stationary device and less than 0.5 for the retrace average, all with the single-sweep noise as unit. These values use the depletion approximation; keeping the majority-carrier tail lowers the two drift values by about 1\%. In 20 noisy trials per direction, a drift of 2 mV gave $\chi^2$ above 96 in at least 90\% of cases, but 1 mV in only 35--40\%. The threshold 96 lets about 9\% of stationary sweeps through as well; at the 95\% limit of about 100, a drift of 1 mV is caught in roughly a quarter of cases. A pass therefore means consistency within the noise and the band, not proof of stationarity. The numerical output lists further frequencies.

\section{Beside a real capacitor}

The parameters are rough values for a thermal oxide on silicon; the trap density is high for a well-annealed interface, where roughly $10^{10}$ eV$^{-1}$cm$^{-2}$ is reachable. Fewer traps would not remove the effect, since the depletion layer alone supplies 0.17 nF/cm$^2$. The assumption most open to doubt is drift linear in time, because charge trapping often slows down. With the same total shift following $\ln(1+t/1\,\mathrm{s})$, the down-sweep $\chi^2$ falls from 1329 to 329, and the up-sweep value to about 680. Half of that shift is over after 10 s, and from 24 s onward the drift is slower than in the linear case. The retrace cancellation also relies on linearity: with this logarithmic drift the average still leaves $\chi^2\approx110$ without noise. The flat noise assumed here is demanding at low frequency: at 20 Hz, with 5 mV on $10^{-3}$ cm$^2$, it means resolving about 20 fA of a 43 pA current. If the noise rises as $1/\omega$ below 1 kHz, $\chi^2$ drops to about 600--700. Real noise varies with frequency, and calibration errors are correlated, so the limits must come from the instrument in use.

Several other neglected effects can be estimated and are small here. The oxide field is 0.07 MV/cm, against a breakdown field of roughly 10, and tunnelling is negligible. The minority-to-majority ratio is $5\times10^{-6}$ at the average surface potential, and the doping is $3\times10^{-4}$ of the valence-band density of states. A 5 mV ac amplitude changes the mean capture rate by about 0.6\%, and a temperature drift of 0.1 K changes $\tau$ by about 0.3\% at fixed band bending. At fixed gate bias the flat-band voltage of a metal-gate device also moves, by roughly 1 mV/K, which adds about as much again. A residual lead inductance of 0.1 $\mu$H alters the 1 MHz reading by 0.013 nF/cm$^2$, below the noise of one point.

\section*{Calculated quantities}
\begin{verbatim}
Oxide thickness: 10 nm
Doping: 1e+16 cm^-3
Trap density: 1e+11 eV^-1 cm^-2
Capture cross section: 1e-16 cm^2
Thermal velocity: 1e+07 cm/s
Potential fluctuation: 40 mV
Series resistance: 0.1 ohm cm^2
Noise per component: 0.03 nF/cm^2
Band bending at start: 0.2 V
Band bending after drift: 0.19199 V
Oxide capacitance: 345.3 nF/cm^2
Depletion capacitance at start: 69.03 nF/cm^2
Depletion capacitance after drift: 70.68 nF/cm^2
Trap capacitance: 16.02 nF/cm^2
Trap time at start: 0.229 ms
Trap time after drift: 0.168 ms
beta, down sweep (up has opposite sign): 0.02863
Noncausal amplitude at mid sweep: 0.2407 nF/cm^2
Kernel k(1): 0.5
Largest kernel test error: 0.000799
Largest early-response transform error: 5.551e-17
Signed-fit residual ratio ln(iw)F / ln(w)F: 2.919e-06
Noise-free chi2, stationary: 0.03207
Noise-free chi2, up: 1326
Noise-free chi2, down: 1329
Relative norm change on finer tau grid: 0.000131
Stationary 95% chi2 limit (96 data): 95.77
Stationary 95% neighbour-correlation limit: -0.007292
Noisy up: chi2 1394.0, neighbour correlation 0.923
Noisy down: chi2 1445.4, neighbour correlation 0.919
Mean loss residual up/down: 0.1168 / -0.1225 nF/cm^2
Up/down residual correlation: -0.9177
f (Hz): residual C', C'' up; C', C'' down (nF/cm^2)
20: -0.061, -0.153, +0.183, -0.010
158.8: -0.072, +0.118, +0.062, -0.149
1261: -0.023, +0.186, +0.012, -0.190
1.001e+04: +0.016, +0.187, -0.024, -0.183
1.001e+05: +0.067, +0.140, -0.072, -0.119
1e+06: +0.123, -0.125, +0.073, +0.089
Drift 1 mV detected up/down: 0.35 / 0.40
Drift 2 mV detected up/down: 0.95 / 0.90
Drift 5 mV detected up/down: 1.00 / 1.00
Noise-free chi2, retrace average (single-sweep sigma): 0.4327
Noise-free chi2, stationary with 5 uH lead: 371.6
Noise-free chi2, log-time drift, down: 328.9
Oxide field: 0.06963 MV/cm (breakdown roughly 10)
Tunnelling log10 transmission: -50.78
Surface minority/majority ratio: 5.245e-06
Doping / valence-band density (rough): 0.0003333
Capture-rate change for 5 mV ac amplitude: 0.006021
Capacitance error of 0.1 uH lead at 1 MHz: 0.01307 nF/cm^2
Trap-time change for 0.1 K drift: 0.002579
Non-adiabatic relative bound: 2.542e-07
\end{verbatim}
